# Why electronic stopping drives a heavy ion's projected-range ratio towards unity

## Nuclear stopping alone: the ratio does not depend on energy

Consider a heavy ion that enters an amorphous target of lighter atoms and loses energy at a constant rate \(S_n\) per unit path, all of it to nuclei. Its path length is \(R=E_0/S_n\), where \(E_0\) is the starting energy. The same collisions turn it. Let \(\eta\) be the mean cosine between its present and initial directions, and let the deflection rate be

\[
\kappa(E)=\frac{aS_n}{E},\qquad \frac{d\eta}{ds}=-\kappa\,\eta ,
\]

with \(a\) a small constant, derived in the next section. Since \(dE/ds=-S_n\), dividing the two rates gives \(d\eta/dE=a\eta/E\), so that \(\eta=(E/E_0)^a\). The projected range, meaning the mean depth along the initial direction, is the path integral of \(\eta\):

\[
R_p=\int_0^{E_0}\frac{dE}{S_n}\left(\frac{E}{E_0}\right)^a=\frac{E_0}{S_n(1+a)},\qquad \frac{R_p}{R}=\frac{1}{1+a}.
\]

The starting energy has dropped out. A fast ion is deflected less per nanometre, because \(\kappa\) falls as \(1/E\), but its path is longer in proportion to \(E\). The product

\[
\kappa(E_0)R(E_0)=\frac{aS_n}{E_0}\,\frac{E_0}{S_n}=a
\]

counts how many deflection lengths, taken at the starting rate, fit into the range, and it is the same at every energy. Weaker scattering at high energy is therefore not enough to bring the ratio to unity. Something must stop the path from growing as fast as the deflection length. Electronic stopping does this.

## Where the deflection rate comes from

Let the ion have mass \(M_1\), the target atoms \(M_2\), and let \(\mu=M_2/M_1\ll1\). In one elastic collision the ion loses energy \(T=qE\) and turns by an angle \(\varphi\). Its momenta before and after, \(p\) and \(p'\), and the recoil momentum \(P\) form a triangle, \(P^2=p^2+p'^2-2pp'\cos\varphi\). With \(p^2=2M_1E\), \(p'^2=2M_1(E-T)\) and \(P^2=2M_2T\), solving for the cosine gives

\[
\cos\varphi=\frac{1-\tfrac12(1+\mu)q}{\sqrt{1-q}} .
\]

Expanding \((1-q)^{-1/2}=1+q/2+3q^2/8+\dots\) and multiplying out,

\[
1-\cos\varphi=\frac{\mu q}{2}-\frac{q^2}{8}+\frac{\mu q^2}{4}+\dots
\]

The largest energy fraction is \(\gamma=4\mu/(1+\mu)^2\approx4\mu\), reached head-on. For hard collisions the first two terms are thus both of order \(\mu^2\), and both must be kept. The third is of order \(\mu^3\) and is dropped. The two kept terms cancel at \(q=4\mu\), as they should: a head-on collision slows a heavy ion without turning it.

Of the power-law cross-sections \(d\sigma\propto E^{-m}T^{-1-m}dT\) used for screened collisions, the one with \(m=\tfrac12\) gives constant nuclear stopping: \(d\sigma=C\,E^{-1/2}T^{-3/2}dT\) for \(0<T<\gamma E\). The value of \(a\) found below belongs to this form. With \(N\) target atoms per unit volume,

\[
S_n=N\!\int T\,d\sigma=2NC\sqrt{\gamma},\qquad
N\!\int T^2d\sigma=\tfrac23NC\,\gamma^{3/2}E=\frac{\gamma E}{3}S_n .
\]

The first is independent of energy, as required. The deflection rate follows by averaging \(1-\cos\varphi\):

\[
\kappa=N\!\int(1-\cos\varphi)\,d\sigma=\frac{\mu S_n}{2E}-\frac{1}{8E^2}\,\frac{\gamma E}{3}S_n
\approx\frac{S_n}{E}\left(\frac{\mu}{2}-\frac{\mu}{6}\right).
\]

Hence \(a=\mu/3\) to leading order in \(\mu\). Successive deflections multiply in the mean. If the ion already travels at angle \(\Theta\), the new cosine is \(\cos\Theta\cos\varphi+\sin\Theta\sin\varphi\cos\psi\), and the second term vanishes on averaging over the azimuth \(\psi\). This gives \(d\eta/ds=-\kappa\eta\).

Two approximations remain: \(a\) is kept only to leading order in \(\mu\), and the energy is treated as a smooth function of path length, although it is lost in separate collisions. The sizes of these errors are given after the example.

## Adding electronic stopping

Electrons take energy at the rate \(S_e=k\sqrt E\), proportional to the ion's speed, and in the model they do not turn it. The deflection rate at a given energy is therefore unchanged. The natural variable is the stopping ratio

\[
y=\frac{S_e}{S_n}=\frac{k\sqrt E}{S_n},\qquad E=\frac{S_n^2y^2}{k^2},\qquad dE=\frac{2S_n^2}{k^2}\,y\,dy ,
\]

with value \(y_0\) at the start. The total stopping is \(S_n(1+y)\), so the path length is

\[
R=\int_0^{E_0}\frac{dE}{S_n(1+y)}=\frac{2S_n}{k^2}\int_0^{y_0}\frac{y\,dy}{1+y}
=\frac{2S_n}{k^2}\bigl[y_0-\ln(1+y_0)\bigr].
\]

For the direction, \(d\ln\eta/dE=\kappa/[S_n(1+y)]=a/[E(1+y)]\). With \(dE/E=2\,dy/y\),

\[
\frac{d\ln\eta}{dy}=\frac{2a}{y(1+y)}=2a\left(\frac1y-\frac1{1+y}\right)
\quad\Rightarrow\quad
\eta=\left(\frac{w}{w_0}\right)^{2a},\quad w=\frac{y}{1+y},
\]

where \(w_0\) is the starting value of \(w\), at which \(\eta=1\). The projected range is

\[
R_p=\frac{2S_n}{k^2}\,w_0^{-2a}\int_0^{y_0}w^{1+2a}\,dy .
\]

This single integral is easy to evaluate, but it does not show at a glance why the ratio rises. Two effects compete. At a given fraction of the starting energy the ion is better aligned than before, because electrons have taken part of the energy without turning it. On the other hand, electronic stopping shortens the fast part of the path most, which gives the slow, poorly aligned part more weight. An equation for the ratio itself settles which effect wins.

## The reason for the rise

Let an ion of energy \(E\) take its first short step \(ds\). It advances by \(ds\), loses energy \((S_n+S_e)ds\), and keeps a fraction \(1-\kappa\,ds\) of its mean forward direction:

\[
R_p(E)=ds+(1-\kappa\,ds)\,R_p\bigl(E-(S_n+S_e)ds\bigr).
\]

To first order in \(ds\) this says \((S_n+S_e)\,dR_p/dE=1-\kappa R_p\). The path length obeys \((S_n+S_e)\,dR/dE=1\). Dividing, \(dR_p/dR=1-\kappa R_p\). Now put \(R_p=LR\), so that \(dR_p/dR=L+R\,dL/dR\):

\[
R\frac{dL}{dR}=1-(1+ag)L,\qquad
g=\frac{S_nR}{E}=\frac1E\int_0^E\frac{S_n}{S_n+S_e}\,dE' .
\]

The quantity \(g\) is the nuclear share of the stopping, averaged over all energies below \(E\). The number of deflection lengths in the range, which was \(a\) for nuclear stopping alone, is now \(\kappa R=ag\). Inserting the path length and \(E=S_n^2y^2/k^2\),

\[
g=\frac{2[y-\ln(1+y)]}{y^2}.
\]

Since \(S_n/(S_n+S_e)\) falls steadily with energy, so does its average, from \(g=1\) at low energy to \(g\approx2/y\) at high energy. This is the mechanism: the deflection length still grows as \(E\), but the range now grows only as \(\sqrt E\), so ever less deflection fits into it.

The ratio follows this change with a lag. If \(g\) were frozen, \(L\) would settle at \(L_*=1/(1+ag)\), which itself rises with energy. At small \(y\), \(\ln(1+y)=y-y^2/2+y^3/3-\dots\) gives \(g\approx1-2y/3\), so that

\[
L_*\approx\frac1{1+a}+\frac{2a}{3(1+a)^2}\,y .
\]

Try \(L=1/(1+a)+cy\). Because \(R\propto y^2\) at small \(y\), \(R\,dL/dR=cy/2\). The right-hand side of the equation for \(L\) is \(2ay/[3(1+a)]-(1+a)cy\). Equating the two,

\[
c=\frac{4a}{3(1+a)(3+2a)} .
\]

This is \(2(1+a)/(3+2a)\) times the slope of \(L_*\), hence smaller, and \(L\) starts out below \(L_*\). It cannot catch up later. At a meeting point the right-hand side would vanish and \(L\) would be flat while \(L_*\) was still rising, but a curve that reaches a rising one from below must itself be rising there. So \(L<L_*\) throughout, the right-hand side stays positive, and \(L\) increases at every energy:

\[
\frac1{1+a}<\frac{R_p}{R}<\frac1{1+ag}.
\]

That the limit is unity follows from \(d(R-R_p)/dR=\kappa R_p=agL\). Integrated and divided by \(R\), this says that \(1-L\) is the path average of \(agL\). As \(g\to0\) at high energy, this average also tends to zero.

Electronic stopping does not carry the ion deeper. It shortens both ranges, but it reduces their difference by a larger factor.

## How fast unity is approached

The missing depth \(R-R_p\) is the integral of \(\kappa R_p\,dR\). At high energy \(R_p\approx R\approx2\sqrt E/k\) and \(dR\approx dE/(k\sqrt E)\), so

\[
\kappa R_p\,dR\approx\frac{aS_n}{E}\,\frac{2\sqrt E}{k}\,\frac{dE}{k\sqrt E}=\frac{2aS_n}{k^2}\,\frac{dE}{E}.
\]

In this limit each further decade of energy adds the same depth loss, and \(R-R_p\) grows as a logarithm while \(R\) grows as \(\sqrt E\). The example below does not reach the limit: from 10 to 100 MeV the loss grows by about 260 nm, against a limiting 850 nm per decade. With nuclear stopping alone the loss would grow in proportion to \(E\).

The constant beside the logarithm matters in practice. Use \(dy=dw/(1-w)^2\) and integrate by parts, with \(1/(1-w_0)=1+y_0\):

\[
\int_0^{y_0}w^{1+2a}dy=w_0^{1+2a}(1+y_0)-(1+2a)\int_0^{w_0}\frac{t^{2a}}{1-t}\,dt .
\]

Writing \(t^{2a}=1-(1-t^{2a})\), the last integral tends to \(\ln y_0-H_{2a}\) for large \(y_0\), where \(H_x=\int_0^1(1-t^x)/(1-t)\,dt\) is the harmonic number. Multiplication by \(w_0^{-2a}\) turns the first term into \(w_0(1+y_0)=y_0\). In units of \(2S_n/k^2\), therefore, \(R_p\approx y_0-(1+2a)(\ln y_0-H_{2a})\) and \(R\approx y_0-\ln y_0\), which gives

\[
1-\frac{R_p}{R}\approx\frac{2a\ln y_0-(1+2a)H_{2a}}{y_0}.
\]

For small \(a\), \(H_{2a}\approx2a\pi^2/6\), so the logarithm must well exceed 1.6 before the law is useful. With \(a=0.0595\) it gives 0.0072 at \(y_0=10\), where the full integral gives 0.0164. At \(y_0=100\) the values are 0.0035 and 0.0037. These large \(y_0\) test only the mathematics of the model: in the example below, \(y_0=10\) would require about 700 MeV, where the ion is too fast for the \(\sqrt E\) law to be trusted.

Formally \(\eta\to0\) as \(E\to0\), but only as the small power \(E^a\). A real ion stops before its direction is lost: in the example below, one that starts at 10 MeV still has a mean cosine of about 0.5 at 20 eV. The poorer alignment at low energy does not spoil the limit, because the slow end becomes a vanishing share of the path.

## Gadolinium in amorphous silicon

For Gd (\(Z_1=64\)) in Si (\(Z_2=14\)), \(\mu=0.179\) and \(a=0.0595\). The atomic density is taken as roughly \(N=50\ \mathrm{nm^{-3}}\). With \(Z_s=Z_1^{2/3}+Z_2^{2/3}\), Bohr radius \(a_0\), screening length \(\ell=0.8853\,a_0/\sqrt{Z_s}=0.0100\) nm and \(e_c^2=e^2/4\pi\varepsilon_0\), the constant Lindhard nuclear stopping and the Lindhard–Scharff electronic stopping are

\[
S_n=0.327\cdot4\pi\ell N Z_1Z_2e_c^2\frac{M_1}{M_1+M_2},\qquad
S_e=\frac{8\pi e_c^2a_0NZ_1^{7/6}Z_2}{Z_s^{3/2}}\,\frac{v}{v_0},
\]

where \(v\) is the ion speed and \(v_0\) the Bohr velocity. They give \(S_n=2256\) eV/nm and \(k=0.853\ \mathrm{eV^{1/2}/nm}\). The two stoppings are equal at 7.0 MeV.

At 10 MeV, \(y_0=0.8531\sqrt{10^7}/2256.3=1.196\) and \(2S_n/k^2=6200\) nm. Then

\[
R=6200\,(1.1957-\ln2.1957)\ \mathrm{nm}\approx2540\ \mathrm{nm},\qquad
g=\frac{2(0.4092)}{1.1957^2}=0.572 .
\]

The bounds are \(1/1.0595=0.944\) and \(1/(1+0.0595\times0.572)=0.967\). The integral gives \(R_p/R=0.961\), hence \(R_p\approx2440\) nm (2.44 µm). Without electronic stopping, at the same energy, \(R\) would be 4430 nm and \(R_p\) 4180 nm. The loss \(R-R_p\) falls from about 250 to 100 nm, a larger factor than the fall in \(R\).

The table compares the model with a calculation in which the Thomas–Fermi scattering function replaces constant nuclear stopping ("TF"). Its last column has electronic stopping switched off. Both TF columns use exact collision angles and expand the ranges to first order in the energy lost per collision, keeping the correlation between turning and loss. With finite losses treated in full, the columns read 0.931, 0.945, 0.970, 0.990 and 0.928, 0.939, 0.952, 0.956, a shift of up to 0.003.

| \(E\) (MeV) | \(y_0\) | model | TF | TF, no \(S_e\) |
|---|---|---|---|---|
| 0.1 | 0.12 | 0.946 | 0.929 | 0.925 |
| 1 | 0.38 | 0.951 | 0.944 | 0.938 |
| 10 | 1.20 | 0.961 | 0.970 | 0.953 |
| 100 | 3.78 | 0.974 | 0.990 | 0.957 |

In the model, a 100 MeV ion still has a mean direction cosine of 0.947 when it has slowed to the crossover energy, and 14% of its path lies below that energy.

## What the model leaves out, and how much it matters

Of the assumptions examined here, constant nuclear stopping affects the ratio most. In the TF calculation nuclear stopping falls at high energy, and \(1-R_p/R\) at 100 MeV is 0.010 instead of 0.026. At 0.1 MeV it is larger than in the model, about 0.07 instead of 0.05. The path lengths shift too: relative to the model, the TF value is 13% longer at 0.1 MeV (10% with finite losses), 9% shorter at 1 MeV and 32% longer at 100 MeV. The low-energy figures depend on the screening: with the ZBL universal nuclear stopping and continuous loss, the path is 34% longer at 0.1 MeV and within 1% of the model at 1 MeV.

The last column shows that the energy dependence of nuclear scattering raises the ratio by itself. Between 0.1 and 10 MeV the TF ratio gains 0.041 with electrons and 0.028 without them (0.039 and 0.024 with finite losses). In this range, then, electronic stopping is not the main cause of the rise.

It is needed to reach unity, however. At high energy the cross-section approaches the Rutherford form, for which \(S_n\propto1/E\) apart from a slowly varying logarithm. Treating that logarithm as constant gives \(R=E/(2S_n)\). Small-angle collisions contribute most, and keeping only the first term of \(1-\cos\varphi\) gives \(\kappa\approx\mu S_n/(2E)\). Then \(\kappa R=\mu/4\), again a constant, and the ratio settles near \(1/(1+\mu/4)=0.957\). The agreement with the last entry of the table may be partly fortuitous, because at 100 MeV the variation of the logarithm and the neglected second term both still matter by several per cent, in opposite directions.

The other neglected effects are smaller for these ions:

- **Separate collisions and large angles.** For the constant-stopping cross-section, a transport equation with finite energy losses and exact collision angles changes the ratio by at most 0.0003 at the four energies. This small figure is a cancellation. Exact angles alone raise \(\kappa E/S_n\) from 0.0595 to 0.068 and lower the ratio by 0.004 to 0.007; finite losses raise it again by nearly the same amount, because the collisions that turn the ion strongly also take a sizeable part of its energy. The equation was tested against a Monte Carlo calculation at \(\mu=0.5\), \(y_0=3\): 0.9216 against 0.9223.
- **Electronic coefficient.** Changing \(k\) by 20% either way at 10 MeV moves the ratio between 0.959 and 0.963.
- **Deflection by electrons.** Treating them as free and at rest, the collision formula with the electron mass \(m_e\) in place of \(M_2\) gives a rate of at most \(m_eS_e/(2M_1E)\). At 100 MeV this is \(1\times10^{-4}\) of the nuclear rate in the model, and about \(10^{-3}\) of the lower nuclear rate in the TF calculation.
- **Relativity.** At 100 MeV the kinetic energy is 0.07% of the rest energy.
- **Speed.** The law \(S_e\propto\sqrt E\) requires \(v\) well below \(Z_1^{2/3}v_0=16v_0\). At 100 MeV \(v=5.1v_0\), so the law is less secure there.

The equation for \(L\) does not depend on the form of \(S_e(E)\). With constant \(S_n\), the ratio tends to unity if the averaged nuclear share \(g\) tends to zero while \(R\) keeps growing without bound, as it does for \(S_e\propto\sqrt E\).

## Use in implantation work

Of the four energies, 0.1 and 1 MeV are within reach of implanters; 10 and 100 MeV lie far above usual implantation conditions and serve to show the trend. At 0.1 MeV, taking the path length for the depth would overestimate the mean depth by about 2 nm in 39 nm in the model, and electronic stopping hardly changes the ratio.

For a heavy ion in an amorphous target, with \(\mu\) small and nuclear stopping roughly constant, \(1/(1+\mu/3)\) is a fair first correction while \(S_e\ll S_n\). When the two are comparable, \(g\) and the two bounds above locate the ratio within the constant-stopping model. Where nuclear stopping varies over the slowing-down, the bounds need not hold: the TF ratios at 0.1, 10 and 100 MeV lie outside them (at 10 MeV by only 0.003), and the one at 1 MeV lies within 0.002 of the lower bound. If such differences matter, a calculation with a realistic scattering function is needed.

The same applies whenever the absolute depth matters, because replacing constant nuclear stopping by the TF form shifts \(R\) by 9 to 32% in the example, more than the whole difference between \(R\) and \(R_p\). In a crystalline wafer, channelling can carry ions deeper; it is outside this model and is not estimated here. The remaining values are in the numerical output.

## Table of computed values

```
Gd in amorphous Si: mu = 0.1786, a = mu/3 = 0.0595
atomic density (rough) = 50.0 nm^-3
screening length = 0.01003 nm
nuclear stopping Sn = 2256.3 eV/nm
electronic coefficient k = 0.8531 eV^(1/2)/nm
crossover energy (Se = Sn) = 6.994 MeV
nuclear-only ratio 1/(1+a) = 0.9438
E = 0.1 MeV: y0 = 0.1196, mean nuclear share g = 0.9268
  R = 41.1 nm, Rp = 38.9 nm, R-Rp = 2.2 nm
  Rp/R = 0.9465, 1/(1+a*g) = 0.9477, full transport = 0.9464
  without Se: R = 44.3 nm, Rp = 41.8 nm
  Thomas-Fermi: R = 46.6 nm, Rp/R = 0.9285; no Se: Rp/R = 0.9250
E = 1.0 MeV: y0 = 0.3781, mean nuclear share g = 0.8029
  R = 355.9 nm, Rp = 338.5 nm, R-Rp = 17.4 nm
  Rp/R = 0.9512, 1/(1+a*g) = 0.9544, full transport = 0.9512
  without Se: R = 443.2 nm, Rp = 418.3 nm
  Thomas-Fermi: R = 322.9 nm, Rp/R = 0.9436; no Se: Rp/R = 0.9378
E = 10.0 MeV: y0 = 1.1957, mean nuclear share g = 0.5724
  R = 2537.0 nm, Rp = 2437.4 nm, R-Rp = 99.6 nm
  Rp/R = 0.9607, 1/(1+a*g) = 0.9670, full transport = 0.9606
  without Se: R = 4432.1 nm, Rp = 4183.0 nm
  Thomas-Fermi: R = 3179.3 nm, Rp/R = 0.9699; no Se: Rp/R = 0.9534
E = 100.0 MeV: y0 = 3.7811, mean nuclear share g = 0.3101
  R = 13742.0 nm, Rp = 13380.2 nm, R-Rp = 361.8 nm
  Rp/R = 0.9737, 1/(1+a*g) = 0.9819, full transport = 0.9734
  without Se: R = 44320.6 nm, Rp = 41830.2 nm
  Thomas-Fermi: R = 18147.0 nm, Rp/R = 0.9896; no Se: Rp/R = 0.9573
100 MeV ion at crossover: mean cosine = 0.9469
100 MeV ion: path share below crossover = 0.1384
10 MeV, k changed by -20% / +20%: Rp/R = 0.9585 / 0.9627
100 MeV: electron/nuclear deflection rate = 1.1e-04
100 MeV: kinetic/rest energy = 6.8e-04
100 MeV: v/v0 = 5.06, limit Z1^(2/3) = 16.0
model with a = 0.0595, y0 = 10: 1-Rp/R = 0.01636, law = 0.00722
model with a = 0.0595, y0 = 100: 1-Rp/R = 0.00372, law = 0.00346
model with a = 0.0595, y0 = 1000: 1-Rp/R = 0.00063, law = 0.00062
Monte Carlo check, mu = 0.5, y0 = 3.0: 0.9223; transport: 0.9216
mu = 0.0500, y0 = 3: relative error of 1-Rp/R = 0.0025
mu = 0.0125, y0 = 3: relative error of 1-Rp/R = 0.0006
```
